\section*{Peak temperature of first-order thermally stimulated current in a low-k film}

\section*{Problem}

A carbon-doped-oxide low-k film, 1000 nm thick, carries 1 V. Light at low temperature has partly filled one level of electron traps of depth $E=0.80$ eV and attempt rate $s=10^{12}$ s$^{-1}$. In the dark the film is heated at the constant rate $b=0.1$ K/s, and the current released by the traps is recorded.

Model data: relative permittivity $\varepsilon=2.9$; $2\times10^{17}$ traps per cm$^3$, half of them filled at the start; free-electron mobility $\mu=1$ cm$^2$/Vs and lifetime $\tau=10^{-11}$ s. Electrons recombine at positively charged centres. Electrons held in deeper levels, which do not empty during the run, keep $M=10^{18}$ cm$^{-3}$ of these centres charged. The film as a whole starts neutral.

\begin{enumerate}
\item[(a)] Derive the condition for the current maximum when retrapping is negligible, and show that there is one maximum.
\item[(b)] Find its temperature.
\item[(c)] Find the fraction of electrons still trapped at the maximum, the peak current density and the total charge that flows in the circuit.
\item[(d)] How does the peak move with heating rate and depth? Can one peak determine both $E$ and $s$?
\item[(e)] Which departures from the model move the peak, and by how much?
\end{enumerate}

\section*{Solution}

The algebra uses atomic units, $\hbar=m_e=e=4\pi\varepsilon_0=1$, with Boltzmann's constant $k$ kept explicit. Depth is measured down from the conduction-band edge, and current is counted as positive.

\subsection*{(a) The condition for the maximum}

Let $n$ be the density of trapped electrons and $n_c$ that of free ones. A trapped electron escapes at the rate
\begin{equation}
r(T)=s\,e^{-x},\qquad x=\frac{E}{kT}.
\end{equation}
Without retrapping,
\begin{equation}
\frac{dn}{dt}=-rn,\qquad \frac{dn_c}{dt}=rn-\frac{n_c}{\tau}.
\end{equation}
The first equation is linear in $n$, which is the meaning of first order. In the second, $\tau$ is many powers of ten shorter than the time over which $rn$ changes appreciably. The free density therefore follows its source, $n_c=\tau rn$. With field $F$ the current density is
\begin{equation}
J=\mu F n_c=w\,r\,n,\qquad w=\mu\tau F .
\end{equation}
The drift length $w$ is the mean distance an electron drifts before it recombines. Here $F=0.010$ MV/cm and $w=1.00$ nm, a thousandth of the thickness. Diffusion carries an electron farther, about $\sqrt{\mu kT\tau}=5$ nm near room temperature, but this too is small against the thickness, so carriers lost at the electrodes are neglected.

Take $\mu$, $\tau$, $F$ and $s$ as independent of temperature. Since $dT=b\,dt$, we have $d\ln n/dT=-r/b$. Also $d\ln r/dT=-dx/dT=E/(kT^2)$. Hence
\begin{equation}
\frac{d\ln J}{dT}=\frac{E}{kT^2}-\frac{r}{b},
\end{equation}
and the maximum obeys
\begin{equation}
\boxed{\frac{E}{kT^2}=\frac{s}{b}\,e^{-E/kT}} .
\label{peak}
\end{equation}
The first term is the relative growth of the escape rate per kelvin; the second is the relative loss of trapped electrons per kelvin.

To count the roots, write $E/(kT^2)=kx^2/E$ and multiply (\ref{peak}) by $Ee^x/k$:
\begin{equation}
x^2e^x=\frac{sE}{bk}.
\label{xeq}
\end{equation}
For $x>0$ the left side rises steadily from zero to infinity, so there is one root. At lower temperature $x$ is larger, the growth term wins and $J$ rises; at higher temperature the loss term wins and $J$ falls. The root is a maximum.

Neither the initial filling nor the starting temperature appears in (\ref{peak}). They change the height of the peak but not its position, provided that heating starts below it.

\subsection*{(b) The peak temperature}

The logarithm of (\ref{xeq}) gives a form suited to iteration,
\begin{equation}
x=\ln\frac{sE}{bk}-2\ln x .
\label{iter}
\end{equation}
With $k=8.617\times10^{-5}$ eV/K,
\begin{equation}
\frac{sE}{bk}=\frac{10^{12}\times0.80}{0.1\times8.617\times10^{-5}}=9.284\times10^{16},
\end{equation}
whose logarithm is 39.070. Starting from $x=30$, successive turns give 32.267, 32.122, 32.131 and 32.130. The derivative of the right side of (\ref{iter}) is $-2/x\approx-0.06$, so each turn reverses the sign of the error and reduces it about sixteenfold. Then
\begin{equation}
T=\frac{E}{kx}=\frac{0.80}{8.617\times10^{-5}\times32.130}\ \text{K}\approx 289\ \text{K}.
\end{equation}

A closed form follows by taking the square root of (\ref{xeq}) and halving it:
\begin{equation}
\frac{x}{2}e^{x/2}=\frac12\sqrt{\frac{sE}{bk}}
\quad\Rightarrow\quad
x=2W\!\left(\frac12\sqrt{\frac{sE}{bk}}\right),
\end{equation}
where $W$ is the principal Lambert function, defined by $W(z)e^{W(z)}=z$ with $W>0$ for $z>0$. It gives 288.94 K. Numerical integration of the two coupled rate equations, without the step $n_c=\tau rn$, also gives 288.94 K, and the same value when heating starts at 280 K.

\subsection*{(c) Remaining fraction, current and charge}

Let $n_0$ be the initial trapped density. For a start so cold that earlier emission is negligible, the lower limit of the temperature integral may be set to zero. With $y=E/kT'$ and $dT'=-E\,dy/(ky^2)$,
\begin{align}
-\ln\frac{n}{n_0}&=\frac1b\int_0^T r(T')\,dT'
=\frac{sE}{bk}\int_x^\infty\frac{e^{-y}}{y^2}\,dy \nonumber\\
&=\frac{sE}{bk}\left[\frac{e^{-x}}{x}-E_1(x)\right],
\qquad E_1(x)=\int_x^\infty\frac{e^{-y}}{y}\,dy .
\end{align}
The last step is an integration by parts. At the peak, (\ref{xeq}) replaces the prefactor by $x^2e^x$:
\begin{equation}
\frac{n}{n_0}=\exp\!\left[-\left(x-x^2e^xE_1(x)\right)\right].
\end{equation}
For large $x$, $E_1(x)\approx (e^{-x}/x)(1-1/x+2/x^2-6/x^3)$, and the round bracket becomes $1-2/x+6/x^2$. The fraction therefore tends to $1/e$ for $x\to\infty$; at $x=32.13$ it is 0.389.

By (\ref{peak}) the escape rate at the peak is
\begin{equation}
r=\frac{bE}{kT^2}=\frac{bx}{T}=\frac{0.1\times32.13}{288.94}\ \text{s}^{-1}=0.0111\ \text{s}^{-1}.
\end{equation}
Every trapped electron is released once and drifts $w$ on average, so the charge that flows in the circuit, per area, is $\int J\,dt=w n_0$. This is only a thousandth of the charge freed from the traps, because each electron crosses only a thousandth of the thickness. Restoring the elementary charge gives $1.60\times10^{-3}$ $\mu$C/cm$^2$ for a constant $\tau$. Absorbing electrodes would lower this by 1\%, and counting the extra centres left by the filled traps, with $\tau$ referred to $M$ alone, would lower it by about 5\%. The peak current density is this charge times the release rate per initially trapped electron:
\begin{equation}
J=1.60\times10^{-9}\times0.0111\times0.389\ \text{A/cm}^2
\approx6.9\times10^{-12}\ \text{A/cm}^2 .
\end{equation}
The current is at half its peak value at 276.6 K and 297.8 K. The curve is steeper on the hot side, where the traps run out.

\subsection*{(d) Heating rate and depth}

Differentiate $x+2\ln x=\ln(sE/bk)$ at fixed $s$:
\begin{equation}
\left(1+\frac2x\right)dx=\frac{dE}{E}-d\ln b
\quad\Rightarrow\quad
\frac{dx}{x}=\frac{1}{x+2}\left(\frac{dE}{E}-d\ln b\right).
\end{equation}
Since $T=E/(kx)$, $dT/T=dE/E-dx/x$, and so
\begin{equation}
\frac{\partial T}{\partial\ln b}=\frac{T}{x+2}=8.47\ \text{K},\qquad
\frac{\partial T}{\partial E}=\frac TE\,\frac{x+1}{x+2}=351\ \text{K/eV}.
\end{equation}
Heating at 1 K/s moves the peak to 309.8 K. The shift of 20.9 K exceeds the linear estimate $8.47\ln10=19.5$ K because $T/(x+2)$ itself grows with $T$.

Only the ratio $s/b$ enters (\ref{peak}), so a tenfold smaller $s$ moves the peak as much as tenfold faster heating. One peak temperature gives one equation for two unknowns: a change in $E$ can be offset by a change in $s$. The width of the curve would supply a second condition if the depth were truly single, but a spread of depths also widens the curve. Within the model, peaks at two heating rates give both $E$ and $s$ from their positions alone. For rates of 0.1 and 1 K/s, an error of 0.5 K in one peak changes $E$ by 0.02 eV and $s$ by about a factor of two. Constant retrapping makes the method return $s/(1+R)$ (part e), and an attempt rate growing as $T^2$ makes it return 0.85 eV. Rearranging (\ref{peak}) gives
\begin{equation}
\ln\frac{T^2}{b}=\frac{E}{kT}+\ln\frac{E}{ks},
\end{equation}
a straight line in $1/T$ with slope $E/k$. The two computed peaks return the depth put in:
\begin{equation}
E=k\,\frac{\ln10-2\ln(309.80/288.94)}{1/288.94-1/309.80}=0.80\ \text{eV}.
\end{equation}

\subsection*{(e) Departures from the model}

\paragraph{Retrapping.} Let free electrons be retrapped at $R$ times the rate at which they recombine, with $R$ constant. The free-electron balance $rn=(1+R)n_c/\tau$ gives $n_c=\tau rn/(1+R)$, and
\begin{equation}
\frac{dn}{dt}=-rn+R\frac{n_c}{\tau}=-\frac{r}{1+R}\,n .
\end{equation}
The kinetics stay first order, with $s$ replaced by $s/(1+R)$. For $R=1$ the peak moves to 294.9 K.

The attempt rate itself sets the rough size of $R$. In equilibrium at low occupation, capture balances escape: $A N_t n_c=s e^{-x}n$, with capture coefficient $A$ and trap density $N_t$. If empty and filled traps have equal degeneracy, Boltzmann statistics gives $n/N_t=(n_c/N_c)e^{x}$. Hence $A=s/N_c$, where $N_c=2(kT/2\pi)^{3/2}$ for the free-electron mass. At the peak $N_c=2.37\times10^{19}$ cm$^{-3}$, so $A=4.2\times10^{-8}$ cm$^3$/s and, for empty traps, $R=AN_t\tau=0.084$. Counting two spin states for the filled trap would double $A$ and $R$. At $\mu=1$ cm$^2$/Vs the mean free path for the free-electron mass is only 0.06 nm, below an atomic spacing, so the band value of $N_c$, and with it $A$ and $R$, is an order-of-magnitude estimate. With $R=0.084$, the initial half filling and the changing number of charged centres all included, the computed shift is $+0.7$ K, of which about $+0.3$ K comes from the changing centres alone; with $A$ doubled it is $+1.1$ K.

\paragraph{Too few charged centres.} The constant lifetime rests on $M\gg n$. In the opposite limit, $M=0$, neutrality leaves as many charged centres as trapped electrons, so $1/\tau=Cn$ with a recombination coefficient $C$. Without retrapping or loss at the electrodes, $n_c=\tau rn=r/C$ then no longer contains $n$. The current keeps rising with $r$ until $n_c$ reaches a few per cent of $n$, near 318 K for $C=1/(\tau M)=10^{-7}$ cm$^3$/s, and condition (\ref{peak}) does not apply. Retrapping cannot be neglected here, though: with this $C$ and the $A$ above, $R=A(N_t-n)/(Cn)$ is already 0.42 at the start. As $n$ falls, recombination slows but capture by the emptied traps does not, so $R$ grows and the current passes through a maximum near 310 K, a shift of $+21$ K.

\paragraph{Temperature-dependent prefactors.} If $\mu\tau$ grows as $e^{-E_a/kT}$, the growth term becomes $(E+E_a)/(kT^2)$. For $E_a=0.10$ eV the peak moves by $+1.0$ K. An attempt rate growing as $T^2$, held at $10^{12}$ s$^{-1}$ at 289 K, moves it by $+0.5$ K.

\paragraph{A trap charged when empty.} So far the trap was neutral when empty. If it is positive, the escaping electron has the potential energy $-1/(\varepsilon\rho)-F\rho$ at distance $\rho$ along the easy direction. Its maximum lies at $\rho=1/\sqrt{\varepsilon F}$ and equals $-2\sqrt{F/\varepsilon}$. For an isolated trap the barrier is thus lowered by 0.045 eV in that direction. Applied to every escape, this moves the peak by about $-16$ K if 0.80 eV is the depth at zero field. In other directions the barrier is lowered less, so this overstates the shift; an average over directions, with no lowering against the field, gives about $-7$ K. The lowering grows as $\sqrt F$. The maximum lies 22 nm from the trap, however, while the charged centres are only about 10 nm apart. One charge at that distance produces about 0.05 MV/cm, five times the applied field. In this film the neighbours therefore reshape the barrier more than the applied field does, and the $-16$ K limits the size of the shift only for isolated traps and for $\varepsilon=2.9$; a permittivity of 2.0, nearer the optical value, would give $-19$ K.

\paragraph{A spread of depths.} A Gaussian spread with standard deviation 0.05 eV moves the maximum by $-3.6$ K and widens the curve at half height from 21 K to 47 K. The width reveals the spread far more clearly than the position does.

\paragraph{The real film.} A permittivity near 2.9 is typical of dense carbon-doped oxides; the trap and transport data are round model values, with $\mu$ and $\tau$ understood as averages over the uneven internal field of the charges. The field is about 0.002 of a rough breakdown field of 5 MV/cm. Tunnelling from the trap level through the field-tilted barrier has an exponent near $-4900$ and is negligible. Tunnelling to the randomly placed charged centres is not. Take its rate over a distance $\rho$ as $s\,e^{-2\kappa\rho}$ with $\kappa=\sqrt{2E}$. In the time $t\approx890$ s of heating from 200 K to the peak it reaches $\rho=\ln(st)/(2\kappa)=3.8$ nm. The chance that a centre lies that close is $1-\exp(-4\pi\rho^3M/3)$, so about 20\% of the filled traps are drained if they and the centres are placed at random when heating starts. This figure assumes the free-electron mass and a flat barrier, and it is sensitive to both. With all $1.1\times10^{18}$ cm$^{-3}$ centres counted, the Coulomb pull of the centre raises it to about 40\%, half the mass to about 50\%, and both together to about 70\%; the peak moves by less than 0.1 K in each case. Close pairs that recombine during or soon after illumination are already missing by then, which makes the further loss smaller. This lowers the peak but hardly moves it: at the peak the relative loss rate by tunnelling, $4\pi\rho^2M\,d\rho/dt=2\pi\rho^2M/(\kappa t)$, is about $2\times10^{-5}$ s$^{-1}$, far below the thermal rate of 0.011 s$^{-1}$. With a rough resistivity of $10^{16}$ $\Omega$cm, background leakage is $1\times10^{-12}$ A/cm$^2$, about a seventh of the peak. The assumption an amorphous film most plainly breaks is that of a single depth. With that spread, or with charged traps, a measured peak at 289 K would not by itself establish a level at 0.80 eV. The input values used here are set in the program.

\section*{Calculated quantities}
\begin{verbatim}
trap depth: 0.80 eV
attempt rate: 1.0e+12 1/s
heating rate: 0.1 K/s
Boltzmann constant: 8.617333e-05 eV/K
attempt*depth/(ramp*k): 9.28361e+16
its natural logarithm: 39.0696
hand iteration, start x: 30.0000
hand iteration, x after turn 1: 32.2672
hand iteration, x after turn 2: 32.1215
hand iteration, x after turn 3: 32.1306
hand iteration, x after turn 4: 32.1300
x at peak (Lambert): 32.1300
peak temperature (formula): 288.94 K
peak temperature (kinetics): 288.94 K
peak temperature, start at 280 K: 288.94 K
emission rate at peak: 0.01112 1/s
fraction still trapped at peak: 0.3895
half-height temperature, low side: 276.6 K
half-height temperature, high side: 297.8 K
peak temperature at 1 K/s: 309.80 K
dT/d(ln ramp): 8.466 K
dT/d(depth): 350.6 K/eV
film thickness: 1000 nm
applied field: 0.010 MV/cm
drift length: 1.00 nm
peak current density: 6.94e-12 A/cm2
total released charge: 1.60e-03 uC/cm2
band density Nc at peak: 2.37e+19 cm^-3
trap capture coefficient: 4.22e-08 cm3/s
retrapping ratio, empty traps: 0.084
shift, retrapping and lifetime: +0.71 K
peak if retrapping ratio is 1: 294.92 K
shift, attempt rate as T^2: +0.48 K
assumed mobility activation: 0.10 eV
shift, activated mobility: +1.00 K
assumed spread of depth (sigma): 0.05 eV
shift, spread of depth: -3.64 K
full width, single depth: 21.1 K
full width, spread depth: 47.1 K
barrier lowering, charged trap: 0.0446 eV
shift, charged trap: -15.6 K
field tunnelling exponent: 4888
tunnelling reach to centres: 3.76 nm
fraction of traps drained that way: 0.20
relative bulk field change: 6.2e-04
rough resistivity: 1e+16 ohm cm
rough background current: 1.0e-12 A/cm2
field / rough breakdown field: 0.0020
\end{verbatim}
